\section*{Nordsieck's integral, its branches, and scattering between Coulomb waves, part 3}

The problem is the scattering of an electron of energy $k^2/2$ by a Coulomb potential $V_C=\eta k/r$ with a short-range addition. Hartree atomic units are used, and attraction by a net charge $Z_{\rm ion}$ means $\eta=-Z_{\rm ion}/k$. With $M(a,w)={}_1F_1(a;1;w)$, the regular solution of $\nabla^2\psi+k^2\psi-(2\eta k/r)\psi=0$ is
\begin{equation}
\psi^{(+)}_{\mathbf k}=N\,e^{i\mathbf k\cdot\mathbf r}M\bigl(a,\,i(kr-\mathbf k\cdot\mathbf r)\bigr),\qquad a=-i\eta .
\label{eq:psi}
\end{equation}
At large real $x$,
\begin{equation}
M(a,ix)\simeq\frac{e^{i\pi a/2}}{\Gamma(1-a)}\,x^{-a}-i\,\frac{e^{i\pi a/2}}{\Gamma(a)}\,e^{ix}x^{a-1},
\label{eq:asym}
\end{equation}
and the normalization is
\begin{equation}
N=e^{-\pi\eta/2}\,\Gamma(1+i\eta)=|N|e^{i\sigma_0},\qquad \sigma_0=\arg\Gamma(1+i\eta).
\label{eq:N}
\end{equation}
With $\vartheta(r)=kr-\eta\ln2kr$ and $\theta$ the angle from $\mathbf k$, where $kr-\mathbf k\cdot\mathbf r$ is large,
\begin{align}
\psi^{(+)}_{\mathbf k}&\simeq e^{i\mathbf k\cdot\mathbf r+i\eta\ln(kr-\mathbf k\cdot\mathbf r)}+f_C(\theta)\,\frac{e^{i\vartheta}}{r},\nonumber\\
f_C&=-\frac{\eta}{2k\sin^2(\theta/2)}\exp\bigl[-i\eta\ln\sin^2(\theta/2)+2i\sigma_0\bigr].
\label{eq:fC}
\end{align}
The reflection formula is $\Gamma(a)\Gamma(1-a)=\pi/\sin\pi a$.

Matrix elements between Coulomb waves use Nordsieck's integral,
\begin{equation}
I=\int d^3r\,\frac{e^{-\lambda r+i\mathbf q\cdot\mathbf r}}{r}\,M(a_1,ix_1)\,M(a_2,ix_2),
\qquad x_j=k_jr-\mathbf k_j\cdot\mathbf r .
\label{eq:I}
\end{equation}
It is analytic in $\lambda$ for $\operatorname{Re}\lambda>0$. For every $\lambda>0$, with principal branches,
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}\Bigl(\frac{A}{A_2}\Bigr)^{a_2}{}_2F_1(a_1,a_2;1;z),
\qquad 1-z=\frac{A\,A_{12}}{A_1A_2}.
\label{eq:main}
\end{equation}
Here $A=q^2+\lambda^2$, $A_j=(\mathbf q-\mathbf k_j)^2+(\lambda-ik_j)^2$ and $A_{12}=(\mathbf q-\mathbf k_1-\mathbf k_2)^2+(\lambda-ik_1-ik_2)^2$. The numbers $A_1,A_2,A_{12}$ lie in the lower half plane, and $\theta_1\in(-\pi,0)$ is the argument of $A_1$. For imaginary parameters, $a_j=i\nu_j$.

The Gauss function has the series
\begin{equation}
\bigl\langle(1-zs)^{-a_1}\bigr\rangle_{a_2}=\sum_{n=0}^\infty\frac{(a_1)_n(a_2)_n}{(n!)^2}z^n={}_2F_1(a_1,a_2;1;z).
\label{eq:Floop}
\end{equation}
Here $(a)_n=a(a+1)\cdots(a+n-1)$, $(a)_0=1$, and $\langle f\rangle_a=\frac{1}{2\pi i}\oint\frac{ds}{s}(1-\frac1s)^{-a}f(s)$ on a curve circling $[0,1]$ once counterclockwise.

\subsection{The amplitude of a short-range addition}

Add a potential $V_s$ that falls off exponentially, and let $\Psi$ be the exact scattering state with incident momentum $\mathbf k_i$. The difference $\phi=\Psi-\psi^{(+)}_{\mathbf k_i}$ is a purely outgoing wave $f'(\hat{\mathbf r})e^{i\vartheta}/r$ at large $r$, and it obeys $(\nabla^2+k^2-2V_C)\phi=2V_s\Psi$. Let $\chi=\psi^{(+)}_{-\mathbf k_f}$ with $k_f=k_i=k$; it solves the homogeneous equation and is the complex conjugate of the incoming-wave state $\psi^{(-)}_{\mathbf k_f}$. Multiplying the first equation by $\chi$, the second by $\phi$, subtracting and applying Green's theorem to a large sphere gives
\begin{equation}
2\int d^3r\,\chi V_s\Psi=r^2\oint d\Omega\,\bigl(\chi\,\partial_r\phi-\phi\,\partial_r\chi\bigr).
\label{eq:green}
\end{equation}
The surface term needs the angular integral of $\chi$ against a smooth function $h(\hat{\mathbf r})$. Any part proportional to $e^{+i\vartheta}/r$ drops out at leading order, since the two terms in the bracket then cancel, so only the incoming part is required. Let $u$ be the cosine of the angle from $\mathbf k_f$, let $\bar h(u)$ be the azimuthal mean of $h$, and change variable to $x=kr(1+u)$:
\begin{equation}
\oint d\Omega\,h\chi=2\pi N\,\frac{e^{ikr}}{kr}\int_0^{2kr}dx\;e^{-ix}M(a,ix)\,\bar h\Bigl(\frac{x}{kr}-1\Bigr).
\end{equation}
A dependence on $r$ of the form $e^{-2ikr}$, which is needed to turn the outgoing prefactor into an incoming wave, can come only from the upper limit of an oscillating integrand. By \eqref{eq:asym} and \eqref{eq:N} the oscillating part of $Ne^{-ix}M$ is $e^{-ix}x^{i\eta}$, and integration by parts gives the end-point value $i\,e^{-2ikr}(2kr)^{i\eta}\bar h(1)$. Therefore
\begin{equation}
\oint d\Omega\,h\chi\Big|_{\rm incoming}\simeq\frac{2\pi i}{k}\,h(\hat{\mathbf k}_f)\,\frac{e^{-i\vartheta}}{r}.
\label{eq:incoming}
\end{equation}
In \eqref{eq:green}, $h=f'$, the derivative $\partial_r$ gives $+ik$ on $\phi$ and $-ik$ on the incoming part of $\chi$, and the right side is $2ik\,(2\pi i/k)f'(\hat{\mathbf k}_f)=-4\pi f'(\hat{\mathbf k}_f)$. The exact relation is $f'=-(2\pi)^{-1}\int\chi V_s\Psi\,d^3r$, and the cross section away from the forward direction is $|f_C+f'|^2$. To first order in $V_s$, $\Psi$ is replaced by $\psi^{(+)}_{\mathbf k_i}$:
\begin{equation}
f_1=-\frac{N^2}{2\pi}\int d^3r\,V_s\,e^{i(\mathbf k_i-\mathbf k_f)\cdot\mathbf r}M\bigl(a,i(kr-\mathbf k_i\cdot\mathbf r)\bigr)M\bigl(a,i(kr+\mathbf k_f\cdot\mathbf r)\bigr).
\label{eq:f1}
\end{equation}
The constant is $N^2$ and not $|N|^2$, and both arguments carry $+ikr$. For $V_s\propto e^{-\lambda r}/r$ this is \eqref{eq:I} with $\mathbf k_1=\mathbf k_i$, $\mathbf k_2=-\mathbf k_f$, $\mathbf q=\mathbf k_i-\mathbf k_f$. Since $I$ is analytic in $\lambda$ and may be differentiated under the integral, a term $e^{-\lambda r}$ without the factor $1/r$ gives $-\partial I/\partial\lambda$.

In this elastic geometry $\mathbf q-\mathbf k_1=-\mathbf k_f$, $\mathbf q-\mathbf k_2=\mathbf k_i$ and $\mathbf q-\mathbf k_1-\mathbf k_2=0$, so
\begin{align}
A_1=A_2&=k^2+(\lambda-ik)^2=\lambda(\lambda-2ik),\qquad A_{12}=(\lambda-2ik)^2,\nonumber\\
1-z&=\frac{A(\lambda-2ik)^2}{\lambda^2(\lambda-2ik)^2}=\frac{q^2+\lambda^2}{\lambda^2},\qquad z=-\frac{q^2}{\lambda^2},
\label{eq:elastic}
\end{align}
with $q^2=4k^2\sin^2(\theta/2)$. The product of the two equal powers is $W=(4\pi/A)\exp[2a\operatorname{Log}(A/A_1)]$, and $I=W\,{}_2F_1(a,a;1;z)$. The derivatives needed are $\partial_\lambda A=2\lambda$, $\partial_\lambda A_1=2\lambda-2ik$ and $\partial_\lambda z=2q^2/\lambda^3$. Differentiating the series \eqref{eq:Floop} term by term, with $(a)_{n+1}=a(a+1)_n$ and $(n+1)!=(2)_n$, gives $F'\equiv d\,{}_2F_1/dz=a^2\sum_n[(a+1)_n]^2z^n/[(2)_n\,n!]=a^2\,{}_2F_1(a+1,a+1;2;z)$. Since $W$ is proportional to $A^{2a-1}A_1^{-2a}$,
\begin{equation}
\frac{\partial I}{\partial\lambda}=I\Bigl[(2a-1)\frac{2\lambda}{A}-2a\,\frac{2\lambda-2ik}{A_1}\Bigr]+W\,F'\,\frac{2q^2}{\lambda^3}.
\label{eq:dI}
\end{equation}

\subsection{Limits}

For $a_1=a_2=0$ the result is $4\pi/(q^2+\lambda^2)$, and \eqref{eq:f1} is the plane-wave Born amplitude.

For $\lambda$ large compared with $q$ and $k_j$, the ratios $A/A_j$ tend to one, with $\operatorname{Log}(A/A_j)\simeq2ik_j/\lambda$, and $z$ is of order $k_1k_2/\lambda^2$. If $\lambda$ is also large compared with $|a_j|k_j$, which for a Coulomb wave equals $|\eta|k=Z_{\rm ion}$, both powers and the hypergeometric function tend to one, so $I\to4\pi/\lambda^2$. The interaction then samples the waves at the origin, where $M=1$, and the Coulomb field enters $f_1$ only through $N^2$. At finite $\lambda$, write $a=i\nu$ with $\nu=-\eta>0$ for attraction. In the elastic case $\arg A_1=-\arctan(2k/\lambda)$, so
\begin{equation}
|W|=\frac{4\pi}{A}\exp\Bigl[-2\nu\arctan\frac{2k}{\lambda}\Bigr].
\label{eq:Wmod}
\end{equation}
For an attractive field the exponential factor is below one and acts against the enhancement at the origin, $|N|^2=e^{\pi\nu}\,\pi\nu/\sinh\pi\nu$, which follows from \eqref{eq:N} and the reflection formula. For $\lambda\ll k$ the factor tends to $e^{-\pi\nu}$ and its product with $|N|^2$ tends to $\pi\nu/\sinh\pi\nu<1$. The enhancement is then more than cancelled if also $q\ll\lambda$, where $z\to0$ and the hypergeometric function tends to one. At a fixed nonzero angle, however, $z=-q^2/\lambda^2$ goes to $-\infty$ as $\lambda\to0$, the modulus of ${}_2F_1(a,a;1;z)$ grows as $\ln(q^2/\lambda^2)$, and $|N|^2|I|$ exceeds the plane-wave value $4\pi/A$.

For $a_2=0$ the hypergeometric function is one and $I=(4\pi/A)(A/A_1)^{a_1}$. This case shows how the limit $\lambda\to0$ can fail. Take the matrix element $-(2\pi)^{-1}\eta k\,N I$ of a screened Coulomb potential between a plane wave and $\psi^{(+)}_{\mathbf k_i}$ at equal energies. As $\lambda\to0$, $A_1\to-2ik\lambda$ and $\operatorname{Log}(A/A_1)\to\ln(q^2/2k\lambda)+i\pi/2$. With $a_1=-i\eta$ the power tends to $e^{\pi\eta/2}\exp[-i\eta\ln(q^2/2k\lambda)]$. The factor $e^{\pi\eta/2}$ cancels the one in $N$, and the matrix element has modulus $2|\eta|k\,|\Gamma(1+i\eta)|/q^2=|f_C|\,|\Gamma(1+i\eta)|$. Its angular phase $-\eta\ln q^2$ is that of $f_C$, but the term $\eta\ln\lambda$ in the phase has no limit and the modulus is not the Rutherford value. The formula for an amplitude as a plane-wave matrix element presupposes a state that tends to a plane wave, and by \eqref{eq:fC} the Coulomb wave does not.

The limit exists when none of $A,A_1,A_2,A_{12}$ vanishes at $\lambda=0$ and is then the limit of \eqref{eq:main} from $\lambda>0$. An example is the emission of a photon of negligible momentum, with $\mathbf k_1=\mathbf k_i$, $\mathbf k_2=-\mathbf k_f$, $\mathbf q=\mathbf k_i-\mathbf k_f$ and $k_f<k_i$. At $\lambda=0$, $A=q^2$, $A_1=k_f^2-k_i^2<0$, $A_2=k_i^2-k_f^2>0$ and $A_{12}=-(k_i+k_f)^2$. Then $1-z=q^2(k_i+k_f)^2/(k_i^2-k_f^2)^2=q^2/(k_i-k_f)^2$, and $q^2=(k_i-k_f)^2+4k_ik_f\sin^2(\theta/2)$ gives
\begin{equation}
z=-\frac{4k_ik_f\sin^2(\theta/2)}{(k_i-k_f)^2}.
\end{equation}
The negative number $A_1$ is approached from below, so $\theta_1\to-\pi$ and $|(A/A_1)^{i\nu_1}|\to e^{-\pi\nu_1}$. Setting $\lambda=0$ first and reading $\arg A_1$ as $+\pi$ would give $e^{+\pi\nu_1}$, an integral too large by the factor $e^{2\pi\nu_1}$ relative to the correct one. This error arises when the power is split into separate powers of $A$ and $A_1$. The principal logarithm of the ratio $A/A_1$, a negative number with argument $+\pi$, gives the correct value as \eqref{eq:main} is written. Keeping a small positive $\lambda$ settles the choice in either form.

\subsection{Worked example: an electron scattered by He$^+(1s)$}

The level of theory is the static approximation: a fixed nucleus of charge $Z=2$, a bound electron frozen in the $1s$ state, no exchange, and first order in the short-range part. The bound electron has radial density $4Z^3r^2e^{-2Zr}$. The repulsion it exerts at radius $r$ is the enclosed charge divided by $r$ plus the potential of the outer shells, and both integrals follow by parts:
\begin{align}
\int_0^r4Z^3r'^2e^{-2Zr'}dr'&=1-(1+2Zr+2Z^2r^2)\,e^{-2Zr},\nonumber\\
\int_r^\infty4Z^3r'e^{-2Zr'}dr'&=(2Z^2r+Z)\,e^{-2Zr}.
\end{align}
Dividing the first by $r$ and adding the second, the terms $2Z^2r$ cancel and the repulsion is $1/r-(1/r+Z)e^{-2Zr}$. Adding the nuclear attraction $-Z/r$ leaves $V_C=-(Z-1)/r=-1/r$ and $V_s=-(1/r+Z)e^{-\lambda r}$ with $\lambda=2Z=4$ bohr$^{-1}$. Equation \eqref{eq:f1} becomes
\begin{equation}
f_1=\frac{N^2}{2\pi}\Bigl[I-Z\,\frac{\partial I}{\partial\lambda}\Bigr].
\label{eq:f1He}
\end{equation}

Take $k=3$ bohr$^{-1}$, an energy of $4.5$ hartree or $122.45$ eV, and $\theta=60^\circ$. Then $\eta=-1/3$, $a=i/3$, $\sin^2(\theta/2)=1/4$ and $q^2=9$ bohr$^{-2}$. From \eqref{eq:elastic}, $A=25$, $A_1=4(4-6i)=16-24i$ in bohr$^{-2}$, and $z=-9/16=-0.5625$. With $|A_1|=\sqrt{832}$ and $\arg A_1=-\arctan(3/2)$,
\begin{equation}
W=\frac{4\pi}{25}\exp\Bigl[\frac{2i}{3}\ln\frac{25}{\sqrt{832}}-\frac23\arctan\frac32\Bigr]=0.259863-0.024856\,i\ \text{bohr}^2 .
\end{equation}
Since $|z|<1$ the series \eqref{eq:Floop} converges. Its first terms are $1$, then $a^2z=1/16$, then $a^2(a+1)^2z^2/4=-1/128-3i/512$. Summed to convergence, the two series give
\begin{equation}
{}_2F_1=1.055855-0.004328\,i,\qquad F'=-0.089204+0.013369\,i .
\end{equation}
The product is
\begin{equation}
I=(0.259863-0.024856\,i)(1.055855-0.004328\,i)=0.274270-0.027369\,i\ \text{bohr}^2 .
\end{equation}
In \eqref{eq:dI} the first term of the bracket is $(2i/3-1)(8/25)=-8/25+16i/75$. For the second, $(8-6i)/(16-24i)=(8-6i)(16+24i)/832=(17+6i)/52$, and multiplication by $2i/3$ gives $(-6+17i)/78$. The bracket is $(-8/25+1/13)+i(16/75-17/78)=-79/325-3i/650$ bohr, and $2q^2/\lambda^3=9/32$ bohr. Hence
\begin{align}
\frac{\partial I}{\partial\lambda}&=\Bigl(-\frac{79}{325}-\frac{3i}{650}\Bigr)I+\frac9{32}WF'\nonumber\\
&=(-0.066795+0.005387\,i)+(-0.006426+0.001601\,i)\nonumber\\
&=-0.073221+0.006988\,i\ \text{bohr}^3 .
\end{align}
A standard routine for the complex logarithm of the gamma function gives $\sigma_0=0.178358$ rad and $N=1.520970+0.274190\,i$, so $|N|^2=2.3885$ and $N^2=2.238169+0.834071\,i$. In \eqref{eq:f1He} the constant $Z$ stands for $Z$ bohr$^{-1}$, and the bracket is $I-2\,\partial_\lambda I=0.420712-0.041344\,i$ bohr$^2$. Multiplying by $N^2$ and dividing by $2\pi$,
\begin{equation}
f_1=\frac{0.976109+0.258369\,i}{2\pi}=0.15535+0.04112\,i\ \text{bohr},\qquad |f_1|=0.1607\ \text{bohr}.
\end{equation}

With plane waves, $I=4\pi/A$ and $-\partial_\lambda I=8\pi\lambda/A^2$, so the Born amplitude of $V_s$ is $2/A+4Z\lambda/A^2=2/25+32/625=0.1312$ bohr. The Coulomb distortion raises the modulus by the factor $1.22$, about half of $|N|^2=2.39$. Equation \eqref{eq:Wmod} accounts for the larger part of the difference: the modulus of $W$, $0.261$ bohr$^2$, is about half of the undistorted value $4\pi/25$, while ${}_2F_1$ differs from one by about six percent.

The Coulomb amplitude \eqref{eq:fC} has modulus $(1/3)/(6\cdot\frac14)=2/9$ bohr and phase $2\sigma_0-\frac13\ln4$, so $f_C=0.22099-0.02338\,i$ bohr and $|f_C|^2=4/81=0.04938$ bohr$^2$/sr. The sum is $f_C+f_1=0.37634+0.01775\,i$ bohr, and
\begin{equation}
|f_C+f_1|^2=0.142\ \text{bohr}^2/\text{sr}=4.0\times10^{-22}\ \text{m}^2/\text{sr},
\end{equation}
which is $2.87$ times the Rutherford value for unit charge. The two amplitudes have real parts of the same sign and small imaginary parts, so they add nearly in phase. For comparison, $|f_C|^2$ is proportional to the square of the charge, and a bare nucleus with $Z=2$ would give four times the unit-charge value.

\subsection{How far first order can be trusted here}

The $s$ wave gives a measure of the first-order error within the static model. Let $F_0(\rho)$, $\rho=kr$, be the real regular solution of $F''=(2\eta/\rho-1)F$ that tends to $\sin(\vartheta+\sigma)$, and $G_0$ the solution that tends to $\cos(\vartheta+\sigma)$. The spherical mean of $\psi^{(+)}$ is a regular $s$ wave $bF_0/(kr)$. By \eqref{eq:incoming} with $h=1/4\pi$ its incoming part is $ie^{-i\vartheta}/(2kr)$, while that of $bF_0/(kr)$ is $b\,e^{-i\sigma}ie^{-i\vartheta}/(2kr)$, so $b=e^{i\sigma}$. At the origin the mean equals $N$. With $F_0\simeq C_0\rho$ and $C_0>0$ this gives $\sigma=\sigma_0$ and $C_0=|N|$. The series $F_0=C_0\sum_nc_n\rho^{n+1}$ has $c_0=1$, $c_{-1}=0$ and $n(n+1)c_n=2\eta c_{n-1}-c_{n-2}$, as substitution in the equation shows.

Let $u(r)$ be the regular $s$-wave solution with $V_s$ included, normalized to $F_0\cos\delta_0+G_0\sin\delta_0$ beyond the range of $V_s$. The two radial equations give $\partial_r(F_0\partial_ru-u\,\partial_rF_0)=2F_0V_su$. The bracket vanishes at the origin, and at infinity it is $\sin\delta_0\,(F_0\partial_rG_0-G_0\partial_rF_0)=-k\sin\delta_0$. Therefore
\begin{equation}
\sin\delta_0=-\frac2k\int_0^\infty F_0V_su\,dr,\qquad \delta_0^{(1)}=-\frac2k\int_0^\infty F_0^2V_s\,dr ,
\end{equation}
the second being the first-order form. The $s$ wave of $\Psi$ must have the same incoming part as that of $\psi^{(+)}$, so it is $e^{i(\sigma_0+\delta_0)}u/(kr)$. Subtracting the outgoing parts gives the exact $s$-wave term of $f'$ as $e^{2i\sigma_0}(e^{2i\delta_0}-1)/(2ik)=e^{2i\sigma_0}e^{i\delta_0}\sin\delta_0/k$, and the first-order term as $e^{2i\sigma_0}\delta_0^{(1)}/k$.

Gauss--Legendre quadrature of the second integral, with $F_0$ from its series, gives $\delta_0^{(1)}=0.375$ rad. For the exact static phase the radial equation was integrated outward with an adaptive eighth-order Runge--Kutta method and matched at two radii $r_1,r_2$ beyond the range of $V_s$. Eliminating the normalization of $u$ between the two matching conditions gives $\tan\delta_0=(u_2F_{0,1}-u_1F_{0,2})/(u_1G_{0,2}-u_2G_{0,1})$, where the last index labels the radius, and the result is $\delta_0=0.396$ rad. The first-order phase is about five percent low relative to the exact static phase. The more important omission is the factor $e^{i\delta_0}$, which rotates the $s$-wave term by $0.4$ rad. That term has modulus $\delta_0^{(1)}/k=0.125$ bohr, to be compared with $|f_1|=0.161$ bohr, so the rotation affects most of the short-range amplitude. The six-digit values of $I$ and $\partial_\lambda I$ are values of the integral. As an estimate of the static cross section, $0.142$ bohr$^2$/sr is about seven percent high: integrating the radial equations in the same way for $l\le12$ and summing the exact terms gives $f'=0.136+0.091\,i$ bohr and $|f_C+f'|^2=0.132$ bohr$^2$/sr. The static model itself omits exchange, which a local exchange potential estimates to move the value to roughly $0.10$ bohr$^2$/sr for the singlet and $0.16$ bohr$^2$/sr for the triplet, as well as excitation and ionization of the ion, which are open because the binding energy $Z^2/2=2$ hartree is below the collision energy.

Numbers in the example were calculated in double precision.
